The Trellakis predictor-corrector for Schrödinger–Poisson channels: why charge oscillations decay

In a gated channel, alternating the Schrödinger and Poisson equations can throw the charge back and forth without end. The Trellakis scheme lets the density inside the Poisson equation respond to the potential being sought:

ñ(z; U, Uₖ) = Σᵢ |ψᵢᵏ(z)|² N(Eᵢᵏ + U(z) − Uₖ(z)).

Here ψᵢᵏ and Eᵢᵏ are the subbands of the last potential Uₖ, and N(E) is the number of electrons per area in a subband with edge E. For planar subbands with Fermi filling, every factor that multiplies a small error from one step to the next then lies strictly between −1 and 1. Alternating errors may survive, but they decay; if all subbands lie above the chemical potential, there are none.

**The equations to be made consistent**

The model is a film confined along z between hard walls and free in the plane, with insulators and gates on both sides. Electrons have effective masses and interact through their mean electrostatic field; exchange and correlation are left out. Hartree atomic units are used, and the chemical potential is zero.

U is the electron's potential energy, the negative of the electrostatic potential. Poisson's equation, with permittivity κ and fixed positive charge density n₊, is therefore

−(1/4π) d/dz (κ dU/dz) = n − n₊.

On a grid of spacing s the left side becomes

[(κ₋ + κ₊)Uₐ − κ₋Uₐ₋₁ − κ₊Uₐ₊₁]/(4πs²),

where κ₋ and κ₊ belong to the intervals on either side of node a. Moving the known gate values and n₊ to the right gives

LU = b + n[U].

With ⟨u,w⟩ = s Σₐ uₐwₐ, the form ⟨v,Lv⟩ is a sum of κ(vₐ₊₁ − vₐ)²/(4πs), with v = 0 at the gates. It is positive unless v = 0, so L is positive definite.

A subband of in-plane mass m_d and valley number g holds, with spin included,

N(E) = 2g ∫ d²k/(2π)² f(E + k²/2m_d) = c ∫₀^∞ dε f(E + ε) = c kT ln(1 + e^(−E/kT)),

because k dk = m_d dε. Here c = g m_d/π and f(E) = 1/(1 + e^(E/kT)). The density is n = Σᵢ |ψᵢ|² N(Eᵢ). With several valley ladders, each has its own Hamiltonian and their densities add; the sums below are then taken ladder by ladder.

**What goes wrong with plain iteration**

The plain scheme solves LUₖ₊₁ = b + n[Uₖ]. To follow a small error we need the response of n to a change v of U. Write vᵢⱼ = ⟨ψᵢ, vψⱼ⟩, Nᵢ = N(Eᵢ) and h = −dN/dE = c f. First-order perturbation theory, with real ψ, gives

δEᵢ = vᵢᵢ,  δψᵢ = Σⱼ≠ᵢ ψⱼ vᵢⱼ/(Eᵢ − Eⱼ),

δn = −Σᵢ hᵢ vᵢᵢ ψᵢ² + 2 Σᵢ≠ⱼ Nᵢ vᵢⱼ ψᵢψⱼ/(Eᵢ − Eⱼ).

Exchanging i and j in half of the last sum replaces 2Nᵢ by Nᵢ − Nⱼ. Now define

h̄ᵢⱼ = −(Nᵢ − Nⱼ)/(Eᵢ − Eⱼ),  h̄ᵢᵢ = hᵢ.

This is the mean of h over the energy interval between the two levels. Both parts of δn combine into

δn = −χv,  χv = Σᵢⱼ h̄ᵢⱼ vᵢⱼ ψᵢψⱼ,  ⟨v,χv⟩ = Σᵢⱼ h̄ᵢⱼ vᵢⱼ² ≥ 0.

With δₖ the error of Uₖ, subtracting the self-consistent equation from the plain step gives

δₖ₊₁ = −L⁻¹χ δₖ.

The eigenvalues λ of L⁻¹χ are real and non-negative, since L is positive definite and χ is symmetric and non-negative. Each error component is multiplied by −λ. Too low a potential draws in too much charge, which makes the next potential too high. If λ > 1, the alternating error grows.

Damping, Uₖ₊₁ = Uₖ + α(U_plain − Uₖ), changes the factor to 1 − α(1 + λ). Its magnitude is below one for 0 < α < 2/(1 + λ), so the largest λ limits α. But components with λ near zero then keep a fraction of about 1 − α of their size per step. Damping cures the unstable components by slowing the harmless ones.

**Building the missing response into Poisson's equation**

The plain Poisson solve holds the charge fixed while the potential moves. We want an estimate of how the charge would follow. A uniform shift v₀ in the film supplies it: the wave functions stay as they are, every level moves by v₀, and the new density is Σᵢ|ψᵢ|²N(Eᵢ + v₀). Applying this rule at each point, with v₀ replaced by U(z) − Uₖ(z), gives ñ. It agrees with the true density at U = Uₖ and for any uniform shift. Freezing its argument at U = Uₖ restores plain iteration.

The predictor step solves LU = b + ñ(U, Uₖ); the corrector recomputes the subbands in the new potential. The procedure is:

1. Start from a potential, for example the solution of LU = b, which contains no electrons.
2. Diagonalize the film Hamiltonian of each ladder.
3. Set U = Uₖ and repeat the Newton step below until ΔU is negligible.
4. Call the result Uₖ₊₁. Return to step 2 unless the change from Uₖ is below the tolerance.
5. Recompute n from fresh subbands and inspect the residual LU − b − n.

The Newton step is

(L + D̃)ΔU = b + ñ − LU,  D̃ = Σᵢ |ψᵢᵏ|² h(Eᵢᵏ + U − Uₖ).

D̃ is diagonal, so the matrix is tridiagonal. The logarithm in N should be evaluated in a form that does not overflow for deep levels.

This inner solve needs no damping. Its solution exists and is unique: it minimizes ½⟨U,LU⟩ − ⟨b,U⟩ plus a non-negative convex function whose gradient is −ñ. Let F(U) = LU − b − ñ and J = L + D̃. Since N is convex, each component of F is concave and lies below its tangent. A Newton step makes the tangent vanish, so F ≤ 0 after the first step.

Moreover, J⁻¹ has no negative entries. To see this, let Jx ≥ 0 and split x = x⁺ − x⁻ into its positive and negative parts. Then

0 ≤ ⟨x⁻,Jx⟩ = ⟨x⁻,Jx⁺⟩ − ⟨x⁻,Jx⁻⟩.

The first term on the right is not positive, because J has no positive off-diagonal entries and the two parts do not overlap. Hence ⟨x⁻,Jx⁻⟩ ≤ 0, and x⁻ = 0.

All later steps ΔU = −J⁻¹F are therefore non-negative. At the solution Ū, concavity gives 0 = F(Ū) ≤ F(U) + J(Ū − U), hence Ū − U ≥ ΔU: no later step passes the solution. The iterates rise and are bounded, so they converge, and their limit satisfies F = 0.

**Why the outer error factors are bounded**

Let D be D̃ at the self-consistent solution U*, and n* its density. To first order in the errors,

ñ(Uₖ₊₁, Uₖ) = n[Uₖ] − D(Uₖ₊₁ − Uₖ) = n* − χδₖ − D(δₖ₊₁ − δₖ).

Inserting this in LUₖ₊₁ = b + ñ and subtracting LU* = b + n* gives

(L + D)δₖ₊₁ = (D − χ)δₖ,  M = (L + D)⁻¹(D − χ).

The predictor changes two things. It adds screening D to the operator being inverted, and it replaces the full response χ by the mismatch D − χ. The mismatch vanishes for a uniform shift of the film and is small for slowly varying errors, which L resists least. For rapidly varying errors it can exceed χ, but there L is stiff. Completeness of the subbands gives (v²)ᵢᵢ = Σⱼ vᵢⱼ², so

⟨v,Dv⟩ = Σᵢ hᵢ(v²)ᵢᵢ = Σᵢⱼ ½(hᵢ + hⱼ)vᵢⱼ²,

⟨v,(D − χ)v⟩ = Σᵢⱼ [½(hᵢ + hⱼ) − h̄ᵢⱼ]vᵢⱼ².

Terms with i = j cancel. The rigid motion of the levels, which includes the response to a uniform shift, is accounted for; what remains is the mixing of different subbands.

Since L + D is positive definite and D − χ is symmetric, the eigenvalues m of M are real. For an eigenvector x,

m = ⟨x,(D − χ)x⟩/⟨x,(L + D)x⟩,

1 − m = ⟨x,(L + χ)x⟩/⟨x,(L + D)x⟩ > 0.

For the lower bound, note that h = c f is positive and decreases with energy. Its mean over an interval cannot exceed its value at the lower end, so h̄ᵢⱼ ≤ hᵢ + hⱼ. This means ⟨x,χx⟩ ≤ 2⟨x,Dx⟩, and

m ≥ −⟨x,Dx⟩/⟨x,(L + D)x⟩ ≥ −Λ/(1 + Λ) > −1,

where Λ is the largest eigenvalue of L⁻¹D. Every |m| is below one, so the iteration converges from any start close enough to U*, however large λ may be.

The sign of m depends on the filling. From f″ = f(1 − f)(1 − 2f)/(kT)², h is convex for E ≥ 0. The average of the end values of a convex function is at least its mean, so if all subbands lie above the chemical potential, then D − χ ≥ 0 and 0 ≤ m < 1. Small errors no longer alternate.

Degenerate filling can differ. Take two equivalent sites with levels at −6kT and +2kT, c = 1, and v of opposite sign on the two sites. Then v₁₁ = v₂₂ = 0, and one pair of levels decides:

½(h₁ + h₂) = ½(0.9975 + 0.1192) = 0.558,

h̄₁₂ = [ln(1 + e⁶) − ln(1 + e⁻²)]/8 = 0.734.

Without any contribution from L the factor is (0.558 − 0.734)/0.558 = −0.315. The error alternates, but loses more than two thirds of its size at each step.

**From local to global convergence**

Let P(E) be the integral of N from E to infinity, and consider

G[U] = ½⟨U,LU⟩ − ⟨b,U⟩ + Σᵢ P(Eᵢ).

Since dP/dE = −N, the gradient of G is LU − b − n, and its second derivative is L + χ > 0. Because P ≥ 0, G also grows at large U. It has one minimum, so there is one self-consistent solution.

In the Boltzmann limit N = c kT e^(−E/kT) and P = kT N. The Golden–Thompson inequality, Tr e^(A+B) ≤ Tr e^A e^B for symmetric A and B, gives for H the film Hamiltonian at Uₖ and v = U − Uₖ

Tr e^(−(H+v)/kT) ≤ Σᵢ e^(−Eᵢ/kT) ⟨ψᵢ, e^(−v/kT)ψᵢ⟩.

The predicted total charge is thus an upper bound on the true one. Replacing the last term of G by kT times the predicted charge gives a function S(U; Uₖ) ≥ G[U], with equality at U = Uₖ. The predictor step minimizes S, so

G[Uₖ₊₁] ≤ S(Uₖ₊₁; Uₖ) ≤ S(Uₖ; Uₖ) = G[Uₖ].

The second inequality is strict unless Uₖ already solves the problem. As the iterates stay bounded and the step is continuous, they converge to the solution from any start. This argument does not cover Fermi filling, for which the proof here is local.

Dimension matters too. In a wire, h is not monotonic in energy. In scaled units, N = ∫₀^∞ dt/(1 + e^(t² + E/kT)). For levels at −10kT and +5kT, numerical quadrature gives a mean slope of 0.210, but a sum of end values of 0.166. The pair bound fails, and the guarantee goes with it. That does not imply divergence, since L also stabilizes the iteration.

**A double-gate channel**

Take a film of 200 bohr with κ = 12 between insulators of 40 bohr with κ = 4, no fixed charge, and kT = 0.001 hartree (316 K). Ladder A has confinement mass 0.9, m_d = 0.2 and g = 2; ladder B has 0.2, 0.4 and 4. The gates are held at U = −0.020 and −0.010 hartree, measured from the chemical potential. The equations are solved on a grid of 2 bohr by matrix diagonalization.

Started from the charge-free potential, plain iteration gives sheet densities of 0.0340, 0, 0.0340, 0 bohr⁻² and so on. The accompanying swing in potential follows from this charge and the insulators. Together the two insulators have a capacitance per area of 2·4/(4π·40) = 0.0159 bohr⁻¹, so the first charge raises the mean potential energy of the two film surfaces by 0.0340/0.0159 ≈ 2.1 hartree, about 2000kT. The film empties, the charge-free potential returns, and the cycle repeats.

From the same start, the predictor gives 0.0340, 1.803·10⁻⁴, 1.9456·10⁻⁴ and 1.9453·10⁻⁴ bohr⁻², and settles at 1.945·10⁻⁴ bohr⁻², or 6.95·10¹² cm⁻². The density passes its limit in each of the first two steps, first dropping about 7% below it and then rising slightly above it; afterwards it falls steadily to the limit. Halving the grid spacing changes the result by a relative 7·10⁻⁵.

At the solution, the lowest levels are 0.48, 1.42 and 2.25 millihartree in ladder A, and 2.00, 3.29 and 6.30 in ladder B. The lowest edges of the two ladders lie 13 and 55 meV above the chemical potential. A trial v that is uniform in the film and falls linearly to zero in the insulators shows why plain iteration is unstable here. Its ⟨v,χv⟩ is the sum of hᵢ, for which these six levels give

(0.4/π)(0.383 + 0.195 + 0.095) + (1.6/π)(0.119 + 0.036 + 0.002) ≈ 0.166 bohr⁻²/hartree.

Dividing by ⟨v,Lv⟩ = 0.0159 in the same units gives 10.4. The largest λ cannot be less than this quotient; diagonalization gives 14.3.

The predictor factors, from diagonalizing M, run from zero to 0.110. Successive largest changes of the potential, 1.6·10⁻⁵, 1.7·10⁻⁶, 1.9·10⁻⁷ and 2.1·10⁻⁸ hartree, shrink at this rate. No factor is negative, as expected with all levels above zero. The general lower bound, −0.93 for Λ = 14.3, is far from being reached.

Damped plain iteration requires α < 2/15.3 = 0.131. With α = 1/15.3 = 0.065, which removes the most unstable component to first order, it takes 146 steps from U = 0 to come within 10⁻⁶ hartree of the solution. The predictor takes 4. The long count fits the slow factor 1 − α = 0.935: reducing an initial error near 0.02 hartree to 10⁻⁶ takes about ln(2·10⁴)/0.0675 ≈ 147 steps. Much of that error lies in the insulators, so the count depends on the start. It also depends on α, and 0.065 is not the fastest choice: α = 2/(2 + λ) = 0.123 gives the slowest and the most unstable components factors of equal magnitude, 0.877, and needs 76 steps from the same start.

Cooling to kT = 0.0001 hartree at the same gate energies raises the largest λ to 32, while the largest predictor factor becomes 0.29. Convergence is slower but remains secure, and no negative factor appears at five decimals. Putting both gates at +0.001 hartree instead, at the original temperature, leaves a dilute channel whose lowest level is 3.3kT above the chemical potential. Plain iteration is still unstable there, with λ = 2.1, whereas the largest predictor factor is 0.028. Strong degeneracy is thus not needed for charge oscillations; a charge response that outweighs the electrostatic stiffness L is enough.
